Resistivity times mean free path from Fermi-surface area in cubic metals

**Q:** The product of resistivity and mean free path is used to rank metals for narrow wires. I am told that for a cubic metal it follows from one geometric quantity. What exactly is being claimed?

**A:** Let ρ₀ be the bulk resistivity, λ the mean free path, and A_F the total area of the Fermi surface in one Brillouin zone. The claim is

ρ₀λ = 12π³ħ/(e²A_F).

It concerns a weak, uniform, static electric field without a magnetic field, a temperature low on the scale of the band energies, and bands that are degenerate in spin. Each spin-degenerate sheet is counted once in A_F. Scattering is described by a relaxation time τ(k), and λ = |v(k)|τ(k) is the same for every state on the Fermi surface. The surface need not be a sphere.

**Q:** A constant λ is not a constant τ. Where does the difference enter?

**A:** In the integral over states, so let us derive that integral with τ(k) left free. I use atomic units, ħ = e = mₑ = 1, in which the electron has charge −1. A band energy ε(k) gives the velocity v = ∇ε, where ∇ acts on k, and a field E changes the wavevector at the rate

dk/dt = −E.

In a steady, uniform state the drift of the occupation f(k) balances its relaxation towards the Fermi function f₀(ε):

−E·∇f = −(f − f₀)/τ.

Multiplying by −τ gives

f − f₀ = τE·∇f.

The left side is already of first order in E, so on the right f may be replaced by f₀ to that order. The chain rule gives ∇f₀ = v f₀′, with f₀′ = df₀/dε, and therefore

f − f₀ = τ(E·v)f₀′.

Since f₀′ is negative, states moving along E lose electrons and states moving against E gain them. That is the correct response of a negative charge.

**Q:** How weak must the field be for that replacement?

**A:** To first order the result is f₀ evaluated at k + τE, which is f₀ displaced in k by −τE. To the same order, the displacement changes the energy of a state by at most τ|E||v| = |E|λ. The function f₀ varies over an energy of order T, the temperature in energy units, so for states near the Fermi surface the replacement is justified when |E|λ ≪ T. Close to a critical point of the band, where |v| = 0, a constant λ makes τ = λ/|v| grow without limit, and the expansion fails there even in a weak field. I assume that such points lie away from the Fermi energy, so that their weight f₀′ vanishes as T → 0. Taking the field to zero first, and the temperature afterwards, satisfies this condition. The current is less demanding, because it is a sum over states: at low temperature it is enough that |E|λ is small compared with the energies over which the band structure near the Fermi surface changes.

**Q:** Now the current. Does the equilibrium part f₀ carry any?

**A:** No. Let G(ε) be a function with G′ = f₀. Then v f₀ = ∇G(ε(k)), and the integral of the gradient of a periodic function over a full Brillouin zone is zero. With two spin states per k and charge −1, the current density is

j = −2 ∫ d³k/(2π)³ v(f − f₀).

Inserting the first-order solution,

jᵢ = Σⱼ [2 ∫ d³k/(2π)³ τvᵢvⱼ(−f₀′)] Eⱼ.

The bracket is the conductivity tensor:

σᵢⱼ = 2 ∫ d³k/(2π)³ τvᵢvⱼ(−f₀′).

The minus sign of the charge has combined with the negative slope of f₀ to make the diagonal elements positive.

**Q:** This is a volume integral. How does it become a surface integral?

**A:** Consider the surfaces of energy ε and ε + dε. Their separation along the normal is dk⊥ = dε/|v|, because |∇ε| = |v|. The volume element is therefore

d³k = dS dk⊥ = dS dε/|v|.

The prefactor is 2/(2π)³ = 1/(4π³), so

σᵢⱼ = (1/4π³) ∫ dε (−f₀′) ∫_{S(ε)} dS τvᵢvⱼ/|v|.

As T → 0, −f₀′ becomes a delta function at the Fermi energy:

σᵢⱼ = (1/4π³) ∫_{FS} dS τvᵢvⱼ/|v|.

I assume that the Fermi energy does not sit at a critical point of the band, where |v| = 0.

Now set τ = λ/|v| and write n = v/|v| for the unit normal to the surface. The integrand becomes

τvᵢvⱼ/|v| = λvᵢvⱼ/|v|² = λnᵢnⱼ,

and since λ is constant,

σᵢⱼ = (λ/4π³) ∫_{FS} dS nᵢnⱼ.

**Q:** The speed has disappeared. Surely a metal with faster electrons conducts better?

**A:** At fixed τ it does. At fixed λ three factors compensate. The two velocity components contribute |v|², the density of states per unit area contributes 1/|v|, and the time between collisions contributes another 1/|v|. If every band energy is multiplied by the same positive number, with the filling and λ held fixed, the Fermi surface keeps its shape and σ does not change at zero temperature. What would change is the τ needed to keep the same λ.

**Q:** You still have nᵢnⱼ under the integral. Replacing it by one third looks like an assumption that the surface is spherical.

**A:** It follows from symmetry. Define

Mᵢⱼ = ∫_{FS} dS nᵢnⱼ.

A cubic crystal has a threefold axis along the cube diagonal, which permutes x, y and z cyclically. The complete Fermi surface is mapped onto itself, so Mxx = Myy = Mzz. A half-turn about z reverses x and y but leaves z alone. It gives Mxz = −Mxz and Myz = −Myz, so both vanish. A half-turn about x removes Mxy in the same way. The trace is

Mxx + Myy + Mzz = ∫ dS (nx² + ny² + nz²) = ∫ dS = A_F,

and hence

Mᵢⱼ = (A_F/3)δᵢⱼ.

An idealised Fermi surface in the form of a cube of edge L shows that roundness is not needed. Its area is 6L². Only the two faces normal to x contribute to Mxx, which equals 2L², again one third of the area.

The symmetry applies to the sum over all sheets. A single pocket away from the zone centre may be anisotropic, but its symmetry partners restore the average.

**Q:** Then finish the algebra, and put the units back.

**A:** Substitution gives

σ = (λ/4π³)(A_F/3) = λA_F/(12π³).

With ρ₀ = 1/σ,

ρ₀λ = 12π³/A_F in atomic units.

To restore units, use v = ∇ε/ħ and dk/dt = −eE/ħ. The solution becomes f − f₀ = eτ(E·v)f₀′, because the ħ in ∇f₀ = ħv f₀′ cancels the one in dk/dt. The current supplies a second factor e. The volume element is now dS dε/(ħ|v|), which leaves one factor 1/ħ. Thus

σ = (e²/ħ)λA_F/(12π³),

ρ₀λ = 12π³ħ/(e²A_F).

The dimensions agree: ħ/e² is a resistance and 1/A_F is a length squared, so ρ₀λ is a resistance times an area.

**Q:** I worry about the factor of two for spin. Can you compare with something simpler?

**A:** Take free electrons with Fermi wavevector k_F, in atomic units. The area is 4πk_F², so the formula gives

ρ₀λ = 12π³/(4πk_F²) = 3π²/k_F².

For the Drude route, count the electrons in the sphere:

n = 2 · (4πk_F³/3)/(2π)³ = k_F³/(3π²).

The conductivity is σ = nτ, and the Fermi speed is k_F, so τ = λ/k_F. Therefore

ρ₀λ = λ/(nτ) = k_F/n = 3π²/k_F².

The two agree. If the two spin copies of each sheet were counted separately, the area would double and the numerator would have to be 24π³. That is also the form for a magnetic metal whose two spin surfaces differ, provided that λ is the same for both and the complete surface keeps cubic symmetry.

**Q:** Show me a surface that is not a sphere.

**A:** Take one s-like orbital per site of a simple cubic lattice, with

ε(k) = −2t[cos(k_x a) + cos(k_y a) + cos(k_z a)].

I choose round parameters: a = 3 Å, t = 1 eV and λ = 200 Å. At the centre of a zone face one cosine is −1 and the other two are 1, so the energy there is −2 eV. A Fermi energy of −3 eV lies below this value and gives a closed surface. A Fermi energy of −1 eV lies above it, and the surface opens through the zone faces.

The area needs numerical work. The energy is computed on a mesh in k, each mesh cell is divided into tetrahedra, and linear interpolation gives the triangles in which the Fermi surface cuts them. Their areas are summed on two meshes and extrapolated to zero spacing. The result for the closed surface is A_F = 5.136 Å⁻². With ħ/e² = 4108.2 Ω and 12π³ = 372.08,

ρ₀λ = 372.08 × 4108.2 Ω / 5.136 Å⁻² = 2.976 × 10⁵ Ω Å²,

which is 2.976 × 10⁻¹⁵ Ω m². Dividing by 200 Å gives ρ₀ = 1488 Ω Å, or 14.88 μΩ cm.

For the open surface A_F = 9.886 Å⁻², and

ρ₀λ = 372.08 × 4108.2 Ω / 9.886 Å⁻² = 1.546 × 10⁵ Ω Å²,

or 1.546 × 10⁻¹⁵ Ω m². The resistivity is 773 Ω Å, or 7.73 μΩ cm.

The volume integral for σ can also be summed directly over the Brillouin zone, without constructing a surface. Done at temperatures of 0.03 and 0.06 eV and extrapolated to zero, it gives the same two values of ρ₀λ to the four digits quoted.

**Q:** For the open surface, should the patches of zone face inside the occupied region be part of A_F?

**A:** No. The occupied region continues into the next zone there, so these patches do not separate filled states from empty ones. They are a choice of cell boundary and contribute nothing to the Fermi-surface integral.

This affects the comparison with free electrons. The closed case holds 0.234 electrons per cell. A sphere for the same density has area 5.074 Å⁻², so the true area is 1.2% larger than that of the sphere. A closed surface enclosing a given volume cannot have less area than a sphere. The open case holds 0.714 electrons per cell, and its sphere has area 10.68 Å⁻². The true area is 7.4% smaller than this. The sphere inequality is not violated, because the open surface does not by itself enclose the occupied volume within one zone. Using the sphere would underestimate ρ₀λ by 7.4% of its true value.

**Q:** The derivation linearised the Boltzmann equation and then went to zero temperature. What happens if one does neither?

**A:** With constant λ and a field along x, the full steady equation is, in atomic units,

|v|f − Eλ ∂f/∂k_x = |v|f₀.

It can be solved numerically as a set of linear equations on each line of k points along x, with the derivative taken by Fourier interpolation. I take the chemical potential at −3 eV, a temperature of 0.2 eV, chosen large on purpose, and a field for which eEλ = 0.001 eV. The dimensionless conductivity σħa²/(e²λ) comes out as 0.12537.

At nonzero temperature, the linearised theory replaces A_F by a thermal average over the areas A(ε) of the constant-energy surfaces:

σ = (λ/12π³) ∫ dε (−f₀′)A(ε).

This is the earlier double integral with the cubic average made at each energy. With triangulated areas it gives 0.12538. The zero-temperature value is a²A_F/(12π³) = 9 × 5.136/372.08 = 0.1242. So even this high temperature changes σ at fixed λ and fixed chemical potential by only 0.9% of the zero-temperature value in this model. In a real metal λ itself depends on temperature, and ρ₀ and λ must refer to the same one.

**Q:** Suppose the crystal is not cubic. Is the formula still a fair estimate?

**A:** For a single component it can be poor. The step before symmetry was used gives

σᵢᵢ = (λA_F/4π³)⟨nᵢ²⟩,

where ⟨…⟩ is an average over the surface area. This component is λA_F/(12π³) multiplied by the factor 3⟨nᵢ²⟩, which may be above or below one. If the hopping along z in the model is reduced to 0.4 eV and the Fermi energy is put at −2 eV, zone sums give a factor of 1.408 for x and 0.185 for z. The normals lie mostly in the xy plane, so little current flows along z.

The trace is safe, because n·n = 1 needs no symmetry:

(σxx + σyy + σzz)/3 = λA_F/(12π³).

Indeed (2 × 1.408 + 0.185)/3 = 1.000. The area therefore fixes the direction-averaged conductivity, and a wire along a particular axis needs the tensor.

**Q:** And if λ varies over the surface, as it would for constant τ?

**A:** Keep λ(k) inside the integral and take the trace:

σxx + σyy + σzz = (1/4π³) ∫ dS λ(k).

If λ(k) has the cubic symmetry of the crystal, each diagonal element is one third of this:

σ = (1/12π³) ∫ dS λ(k) = A_F⟨λ⟩/(12π³).

The formula survives if λ means the area-weighted average. For constant τ this is ⟨λ⟩ = τ⟨|v|⟩.

An average over electron states is different. States at the Fermi energy have weight dS/|v|, so their mean speed is

∫ dS / ∫ dS/|v| = 1/⟨1/|v|⟩.

By the Cauchy–Schwarz inequality ⟨|v|⟩⟨1/|v|⟩ ≥ 1, so this mean cannot exceed ⟨|v|⟩. For the open surface the area mean of ħ|v| is 7.786 eV Å and the state mean is 7.517 eV Å. Defining λ with the state mean would give a ρ₀λ smaller than the formula by the factor 7.517/7.786 = 0.965. The closed surface gives 7.578/7.709 = 0.983. The definition of λ thus matters at the level of a few per cent for these two Fermi energies. It can matter more where the speed varies more strongly over the surface, as it does when the Fermi energy is close to −2 eV, the energy of the critical points at the zone-face centres.

**Q:** Finally, why should a small product help in a narrow wire? Your derivation had no wire in it.

**A:** It needs an extra assumption. Suppose that boundaries add the same scattering rate per unit path, C/d, to every state, where d is the wire width and C a dimensionless number, taken here to be constant. Then

1/λ_w = 1/λ + C/d.

The Fermi surface is taken to be that of the bulk, so the resistivity ρ_w of the wire obeys ρ_wλ_w = ρ₀λ. Therefore

ρ_w = ρ₀λ(1/λ + C/d) = ρ₀ + Cρ₀λ/d.

The product is the coefficient of the size-dependent term. At equal C and d, this term in the open-surface metal is 1.546/2.976 = 0.52 of that in the closed-surface metal.

This is a simplified model. Real boundary scattering depends on the direction of motion, so C is not fixed by the walls alone. Take a film of thickness d ≫ λ with fully diffuse walls normal to z and current along x. A state leaving a wall recovers its driven part over a depth λ|nz|, so it loses the fraction λ|nz|/d of its current, and weighting with nx² gives C = ⟨nx²|nz|⟩/⟨nx²⟩. This is 3/8 for a sphere and zero for the cube-shaped surface, whatever its area. It is 0.447 for the closed surface and 0.476 for the open one, which changes the ratio 0.52 to 0.55. C also varies with the orientation of the walls in the crystal and with d/λ, and a very thin wire has its own electronic structure. Nor does a small product guarantee a small ρ₀. If the open-surface metal had λ = 100 Å, its bulk resistivity would be 1.546 × 10⁵/100 = 1546 Ω Å, above the 1488 Ω Å of the closed-surface metal with λ = 200 Å. The Fermi area ranks the size term only at equal C, which equal walls do not guarantee, while the bulk term still requires the mean free path.
